\section*{Coulomb Sturmian matrix elements and convergence for the hydrogen atom, part 1}

(Sections cited here and not found follow in the second part.)

\section{The functions}

\noindent\textit{Q.} I am told of a basis built from Laguerre functions in which the overlap is tridiagonal while $1/r$ is diagonal, and the kinetic energy plus a constant is diagonal too. For hydrogen orbitals it is the overlap that is diagonal, and those are Laguerre functions as well. What are these functions, and how do they differ from the orbitals?

\noindent\textit{A.} They differ in which quantity is the eigenvalue. I use Hartree atomic units, a fixed point nucleus and no relativity, so the kinetic energy is $T=-\tfrac12\nabla^2$. In the hydrogen problem the charge is fixed and the energy is sought. In the Sturmian problem the energy is fixed at $-k^2/2$, with one $k>0$ chosen once for the whole basis, and the strength $\beta$ of the Coulomb attraction is sought:
\begin{equation}
\Big(T+\frac{k^2}{2}\Big)\chi=\frac{\beta}{r}\,\chi ,
\label{def}
\end{equation}
with $\chi$ square integrable and of finite kinetic energy. The solutions are the Coulomb Sturmians.

\noindent\textit{Q.} The basis carries angular labels. A matrix cannot be tridiagonal in three indices at once.

\noindent\textit{A.} The statement has to be made block by block. In spherical coordinates $\nabla^2=r^{-1}\partial_r^2\,r-\mathbf L^2/r^2$, and $\mathbf L^2Y_{lm}=l(l+1)Y_{lm}$. For $\chi=u(r)Y_{lm}/r$ this gives
\begin{equation}
T\chi=\frac{Y_{lm}}{r}\,T_l u,\qquad T_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.
\label{Tl}
\end{equation}
The operators $1$, $1/r$ and $T$ all return the same $Y_{lm}$. In a matrix element the volume element $r^2\,dr\,d\Omega$ cancels the two factors $1/r$, and the angular integral gives $\delta_{ll'}\delta_{mm'}$. Elements between different $(l,m)$ vanish, and inside a block every element is a radial integral $\int_0^\infty v\,O\,u\,dr$, with $u$ and $v$ the radial parts of the two functions, that does not depend on $m$. From here on $l$ is fixed, and the kinetic energy means $T_l$ with its centrifugal term. The radial equation is
\begin{equation}
\Big(T_l+\frac{k^2}{2}\Big)u=\frac{\beta}{r}\,u .
\label{rad}
\end{equation}

\section{The allowed strengths}

\noindent\textit{Q.} Why should only some $\beta$ be allowed, and which are they?

\noindent\textit{A.} Take first the behaviour at the ends. Near $r=0$ the trial $u\sim r^s$ balances the two most singular terms when $s(s-1)=l(l+1)$, so $s=l+1$ or $s=-l$. The second choice is not square integrable for $l\ge1$; for $l=0$ it means $\chi\sim1/r$, and $\int|\nabla\chi|^2d^3r\sim\int r^{-4}r^2dr$ diverges at the origin. Hence $u\sim r^{l+1}$. At large $r$ the equation tends to $u''=k^2u$, and the square-integrable solution is the decaying one. Multiplying (\ref{rad}) by $u^*$ and integrating by parts, with no boundary term, gives $\beta\int|u|^2/r\,dr=\int[\tfrac12|u'|^2+(l(l+1)/2r^2+k^2/2)|u|^2]\,dr$, so $\beta$ is real and positive.

Put $x=2kr$ and $\beta=\nu k$. Then $d^2/dr^2=4k^2d^2/dx^2$, $1/r=2k/x$, and (\ref{rad}) divided by $-2k^2$ reads
\begin{equation}
u_{xx}-\frac{l(l+1)}{x^2}u-\frac14u+\frac{\nu}{x}u=0 .
\end{equation}
The exponent $k$ has dropped out. Write $u=wf$ with $w=x^{l+1}e^{-x/2}$. Its logarithmic derivative is $w'/w=(l+1)/x-\tfrac12$, and
\begin{equation}
\frac{w''}{w}=\Big(\frac{w'}{w}\Big)^2+\Big(\frac{w'}{w}\Big)'=\frac{(l+1)^2-(l+1)}{x^2}-\frac{l+1}{x}+\frac14 .
\end{equation}
Since $(l+1)^2-(l+1)=l(l+1)$, the $1/x^2$ terms and the constants cancel when $u''=w''f+2w'f'+wf''$ is inserted. Dividing by $w$ and multiplying by $x$ leaves
\begin{equation}
xf''+(a+1-x)f'+pf=0,\qquad a=2l+1,\quad p=\nu-l-1 .
\label{lag}
\end{equation}
For the regular solution $f=\sum_jf_jx^j$ the coefficient of $x^j$ is $(j+1)jf_{j+1}+(a+1)(j+1)f_{j+1}-jf_j+pf_j=0$, that is
\begin{equation}
f_{j+1}=\frac{j-p}{(j+1)(j+a+1)}\,f_j .
\label{ser}
\end{equation}

\noindent\textit{Q.} You will now say that the series must terminate. Show me that it must.

\noindent\textit{A.} Suppose $p$ is not a non-negative integer, so that no $f_j$ vanishes. The factor $(j-p)/(j+a+1)$ tends to 1, so there is a $J$ beyond which it exceeds $\tfrac34$. From $J$ on all coefficients have one sign, which may be taken positive, and $f_j\ge f_J\,J!\,(\tfrac34)^{j-J}/j!$. The tail of the series is then at least a positive constant times the tail of $e^{3x/4}$, and the first $J$ terms are only a polynomial. So $u=wf$ grows at least as fast as $e^{x/4}$ and is not square integrable. Therefore $p=0,1,2,\dots$, and $\nu$ is an integer $n=p+l+1\ge l+1$:
\begin{equation}
\beta=nk .
\end{equation}
The polynomial is fixed up to a factor, and the choice
\begin{equation}
L_p^a(x)=\sum_{j=0}^p(-1)^j\binom{p+a}{p-j}\frac{x^j}{j!}
\label{expl}
\end{equation}
is the associated Laguerre polynomial with $L_p^a(0)>0$. It obeys (\ref{ser}) because $\binom{p+a}{p-j-1}/\binom{p+a}{p-j}=(p-j)/(a+j+1)$. The radial Sturmians are
\begin{equation}
u_n(r)=N_n\,x^{l+1}e^{-x/2}L_p^{a}(x),\qquad p=n-l-1,
\label{un}
\end{equation}
with $N_n>0$ still free. A finite-difference solution of (\ref{rad}), which uses no Laguerre polynomial, gives $\beta/k=1,2,3,4$ for $l=0$ and $2,3,4,5$ for $l=1$ in the numerical check. The program also applies the Cartesian Laplacian to two full three-dimensional functions as a test of (\ref{Tl}).

\noindent\textit{Q.} Then $u_n$ is simply a hydrogenic orbital.

\noindent\textit{A.} It is the orbital $nl$ of an ion whose charge is $nk$, a different ion for each $n$. The same result read backwards gives the hydrogenic spectrum: a bound state of $T-Z/r$ with energy $-\kappa^2/2$ solves (\ref{def}) with exponent $\kappa$ and $\beta=Z$, so $Z=n\kappa$ and $E_n=-Z^2/2n^2$. Orbitals of one atom share $\beta$ and differ in exponent; Sturmians share the exponent and differ in $\beta$.

\section{The two diagonal matrices}

\noindent\textit{Q.} Why does a shared exponent make $1/r$ diagonal?

\noindent\textit{A.} Write $\langle n'|O|n\rangle=\int_0^\infty u_{n'}Ou_n\,dr$; the functions are real. The operator $T_l$ is symmetric on them. The centrifugal term is a multiplication and cancels in the difference below, and $u_{n'}u_n''-u_nu_{n'}''$ is the derivative of $u_{n'}u_n'-u_nu_{n'}'$, so
\begin{equation}
\langle n'|T_l|n\rangle-\langle n|T_l|n'\rangle=-\tfrac12\big[u_{n'}u_n'-u_nu_{n'}'\big]_0^\infty=0 .
\end{equation}
The bracket vanishes at the origin because each product contains an undifferentiated $u\sim r^{l+1}$ times a finite derivative, and at infinity because of $e^{-2kr}$. Now multiply (\ref{rad}) for $u_n$ by $u_{n'}$, multiply it for $u_{n'}$ by $u_n$, integrate and subtract. The kinetic terms cancel by symmetry, and the terms $\tfrac12k^2\langle n'|n\rangle$ cancel because $k$ is the same in both equations. What remains is
\begin{equation}
0=(n-n')\,k\,\langle n'|1/r|n\rangle .
\end{equation}
So $1/r$ is diagonal. Multiplying (\ref{rad}) by $u_{n'}$ and integrating also gives
\begin{equation}
\langle n'|T_l+\tfrac12k^2|n\rangle=nk\,\langle n'|1/r|n\rangle ,
\label{link}
\end{equation}
so $T_l+k^2/2$ is diagonal as well. Neither statement used the form of the polynomials.

\section{Norm and recurrence}

\noindent\textit{Q.} That gives the zeros and no values. For values you need integrals over Laguerre polynomials, and I do not want to take them from a table.

\noindent\textit{A.} Two facts are needed, and both follow from the generating function
\begin{equation}
G(x,t)=\frac{e^{-xt/(1-t)}}{(1-t)^{a+1}}=\sum_{p=0}^\infty t^pL_p^a(x),\qquad|t|<1 .
\label{gen}
\end{equation}
To prove it, expand the exponential, $G=\sum_j(-x)^jt^j(1-t)^{-(a+j+1)}/j!$, and use the binomial series $(1-t)^{-\sigma}=\sum_i\binom{\sigma+i-1}{i}t^i$ with $\sigma=a+j+1$. The power $t^p$ requires $i=p-j$, for which the binomial is $\binom{a+p}{p-j}$, and the coefficient of $t^p$ is (\ref{expl}). The double series converges absolutely, since the sum of absolute values is $(1-|t|)^{-a-1}e^{x|t|/(1-|t|)}$, so the rearrangement is allowed.

The first fact is the norm. Multiply two generating functions and the weight $x^ae^{-x}$. The total exponent is $-\lambda x$ with
\begin{equation}
\lambda=1+\frac{t}{1-t}+\frac{s}{1-s}=\frac{(1-t)(1-s)+t(1-s)+s(1-t)}{(1-t)(1-s)}=\frac{1-ts}{(1-t)(1-s)} .
\end{equation}
With $\int_0^\infty x^ae^{-\lambda x}dx=a!/\lambda^{a+1}$ the factors $(1-t)^{a+1}(1-s)^{a+1}$ cancel:
\begin{equation}
\int_0^\infty x^ae^{-x}G(x,t)G(x,s)\,dx=\frac{a!}{(1-ts)^{a+1}}=\sum_p\frac{(p+a)!}{p!}\,(ts)^p .
\end{equation}
The last step is the binomial series again, with $a!\binom{a+p}{p}=(p+a)!/p!$. For $|t|,|s|<\tfrac13$ the sum of absolute values quoted above is still integrable against $x^ae^{-x}$, so the left side may be integrated term by term. Comparing the coefficients of $t^ps^{p'}$ gives
\begin{equation}
\int_0^\infty x^ae^{-x}L_p^aL_{p'}^a\,dx=h_p\,\delta_{pp'},\qquad h_p=\frac{(p+a)!}{p!}=\frac{(n+l)!}{(n-l-1)!},
\label{orth}
\end{equation}
where $p+a=n+l$.

The second fact is the effect of multiplying by $x$. Since $\partial_t[t/(1-t)]=1/(1-t)^2$, the logarithmic derivative of $G$ is $(a+1)/(1-t)-x/(1-t)^2$, or
\begin{equation}
(1-2t+t^2)\,\partial_tG=\big[(a+1)-(a+1)t-x\big]G .
\end{equation}
With $\partial_tG=\sum_p(p+1)L_{p+1}t^p$ (the index $a$ is dropped) the coefficient of $t^p$ is
\begin{equation}
(p+1)L_{p+1}-2pL_p+(p-1)L_{p-1}=(a+1)L_p-(a+1)L_{p-1}-xL_p ,
\end{equation}
with $L_{-1}=0$. Solving for $xL_p$ and using $2p+a+1=2n$,
\begin{equation}
xL_p=2n\,L_p-(p+1)L_{p+1}-(p+a)L_{p-1}.
\label{rec}
\end{equation}

\section{All elements in closed form}

\noindent\textit{Q.} How does the overlap come out?

\noindent\textit{A.} With $dr=dx/2k$ and $x^{2l+2}=x^a\cdot x$,
\begin{equation}
S_{n'n}=\frac{N_{n'}N_n}{2k}\int_0^\infty x^ae^{-x}L_{p'}\,\big(xL_p\big)\,dx .
\end{equation}
The overlap has one power of $x$ more than the weight in (\ref{orth}). By (\ref{rec}) that power turns $L_p$ into a combination of $L_{p-1}$, $L_p$ and $L_{p+1}$, and (\ref{orth}) removes everything with $|p-p'|\ge2$. Hence $S$ is tridiagonal. The diagonal element is $S_{nn}=N_n^2\,2nh_p/2k$. I choose the ordinary normalization $S_{nn}=1$:
\begin{equation}
N_n^2=\frac{k}{n\,h_p}=\frac{k\,(n-l-1)!}{n\,(n+l)!}.
\label{norm}
\end{equation}
For $n'=n+1$ the term $-(p+1)L_{p+1}$ survives:
\begin{align}
S_{n+1,n}&=-\frac{(p+1)h_{p+1}}{2k}\,\frac{k}{\sqrt{n(n+1)h_ph_{p+1}}}
=-\frac{p+1}{2}\sqrt{\frac{h_{p+1}/h_p}{n(n+1)}}\nonumber\\
&=-\frac12\sqrt{\frac{(p+1)(p+a+1)}{n(n+1)}}
=-\frac12\sqrt{\frac{(n-l)(n+l+1)}{n(n+1)}},
\label{S}
\end{align}
where $h_{p+1}/h_p=(p+a+1)/(p+1)$, $p+1=n-l$ and $p+a+1=n+l+1$. The factor $x$ could have been given to $L_{p+1}$ instead; its lowering term yields $-(p+1+a)h_p$, which equals $-(p+1)h_{p+1}$, so both routes agree. Because $(n-l)(n+l+1)=n(n+1)-l(l+1)$, the element is also $-\tfrac12\sqrt{1-l(l+1)/n(n+1)}$. It is exactly $-\tfrac12$ for $l=0$, tends to $-\tfrac12$ as $n\to\infty$ at fixed $l$, and is independent of $k$, as a dimensionless quantity built from a single length scale must be.

\noindent\textit{Q.} And the diagonal values?

\noindent\textit{A.} In the element of $1/r=2k/x$ the factor $2k$ cancels that of $dr$, and the $1/x$ removes the extra power, so the integral is (\ref{orth}) itself:
\begin{equation}
\langle n'|1/r|n\rangle=N_{n'}N_n\,h_p\,\delta_{n'n}=\frac{k}{n}\,\delta_{n'n}.
\label{V}
\end{equation}
This reproduces the zeros found from the symmetry argument by a second route. Equation (\ref{link}) multiplies it by $nk$:
\begin{equation}
\langle n'|T_l+\tfrac12k^2|n\rangle=k^2\,\delta_{n'n}.
\label{K}
\end{equation}
The value depends on neither $n$ nor $l$.

\noindent\textit{Q.} Adding a constant to a diagonal matrix leaves it diagonal. So the kinetic energy is diagonal on its own, and the $k^2/2$ is superfluous.

\noindent\textit{A.} That holds only when the overlap matrix is diagonal, that is in an orthogonal basis. The matrix of the constant operator $k^2/2$ is $\tfrac12k^2S$, which is tridiagonal here. Equation (\ref{K}) reads $\mathsf T+\tfrac12k^2S=k^2\mathbf 1$ for the matrix $\mathsf T$ of $T_l$, so
\begin{equation}
\mathsf T=k^2\big(\mathbf 1-\tfrac12S\big),\qquad \mathsf T_{nn}=\frac{k^2}{2},\qquad
\mathsf T_{n,n+1}=+\frac{k^2}{4}\sqrt{\frac{(n-l)(n+l+1)}{n(n+1)}},
\label{T}
\end{equation}
and $\mathsf T$ vanishes beyond neighbours. The diagonal can be checked against the virial theorem for a Coulomb potential. The function $u_n$ is an eigenstate for charge $nk$ with energy $-k^2/2$, so its kinetic energy should be $+k^2/2$ and its potential energy $-k^2$; (\ref{T}) gives the first and $-nk\cdot k/n$ from (\ref{V}) the second. The program tests (\ref{S}), (\ref{V}) and (\ref{K}) by exact integration with symbolic $k$ for all pairs among the five lowest functions of $l=0,1,2$, with $T_l$ in the second-derivative form and in the form $\int[\tfrac12u_{n'}'u_n'+l(l+1)u_{n'}u_n/2r^2]dr$.

\noindent\textit{Q.} How much of this depends on your conventions?

\noindent\textit{A.} Rescaling $u_n\to\gamma_nu_n$ multiplies each element by $\gamma_{n'}\gamma_n$, so the pattern of zeros is fixed and the values are not. The choice $\gamma_n=(-1)^n$ reverses the signs of the off-diagonal elements. The choice $\gamma_n=\sqrt{n/k}$ makes $1/r$ the unit matrix; then $T_l+k^2/2$ has diagonal $nk$, and the overlap has diagonal $n/k$ and neighbours $-\sqrt{(n-l)(n+l+1)}/2k$.

\noindent\textit{Q.} Neighbours that overlap by one half look dangerous. Does $S$ become singular?

\noindent\textit{A.} Not for a finite number $M$ of functions. They are linearly independent, being a common factor times polynomials of different degree, so $\phi=\sum_nc_nu_n\neq0$ for $c\ne0$, and $c^{\mathrm T}Sc=\int\phi^2dr>0$. Likewise $c^{\mathrm T}\mathsf Tc\ge\tfrac12\int\phi'^2dr>0$, and by (\ref{T}) this means $c^{\mathrm T}Sc<2c^{\mathrm T}c$. Every eigenvalue of $S$ lies between 0 and 2. For $l=0$ they are known exactly. The vector $v_n=\sin n\theta$ satisfies $v_n-\tfrac12(v_{n-1}+v_{n+1})=(1-\cos\theta)v_n$, because $\sin(n-1)\theta+\sin(n+1)\theta=2\sin n\theta\cos\theta$. The first and last rows of the $M\times M$ matrix lack one neighbour, which requires $v_0=0$ and $v_{M+1}=0$, so $\theta=j\pi/(M+1)$ with $j=1,\dots,M$. For $M=3$ the eigenvalues are $0.292893$, $1$ and $1.707107$. At large $M$ the smallest is about $\pi^2/2(M+1)^2$ and the largest about 2, so the condition number of the $l=0$ block grows as $M^2$.

For Sturmians with one shared exponent and fixed $l$, $1/r$ and $T_l+k^2/2$ are diagonal, the overlap and $T_l$ itself are tridiagonal, and all their elements are known in closed form. It remains to see where the argument fails, hydrogen orbitals included, and how well and how fast this basis reproduces the levels of the hydrogen atom.
